# Two-photon decay of hydrogen 2s from a discretised p spectrum: test program

```python
"""Two-photon decay 2s -> 1s of non-relativistic hydrogen.

Result under test (atomic units, infinitely heavy nucleus):
  phi(w1) = 8 alpha^6/(27 pi) * (w1 w2)^3 * S_L^2,  w1 + w2 = gap = 3/8
  A = (1/2) integral of phi over 0 < w1 < gap, about 8.229 per second
  S_L = sum_n <1s|r|np><np|r|2s> [1/(a_n+w1) + 1/(a_n+w2)]
with a_n = E_n - E_2s and radial matrix elements.  In the velocity form the
elements are integrals of R_np R_ns' r^2 and phi = 8 alpha^6/(27 pi) w1 w2 S_V^2.
The p spectrum is discretised in orthonormal Laguerre functions.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, roots_laguerre

ALPHA = const.fine_structure
T_AU = const.physical_constants["atomic unit of time"][0]
E_H = const.physical_constants["Hartree energy"][0]
A0 = const.physical_constants["Bohr radius"][0]
EV = const.physical_constants["Hartree energy in eV"][0]
PREF = 8 * ALPHA**6 / (27 * math.pi)
GAP = 3 / 8
LAM = 0.75
N_MAIN = 30

# Each matrix element is the integral of u_np(r) g(r), with
# g(r) = exp(-zeta r) * sum of coefficient * r^power.
# Entries: (zeta, [(power, coefficient), ...]) for 1s and then 2s.
Q = 1 / math.sqrt(2)
SOURCES = {
    "length": [(1.0, [(2, 2.0)]), (0.5, [(2, Q), (3, -Q / 2)])],
    "velocity": [(1.0, [(1, -2.0)]), (0.5, [(1, -Q), (2, Q / 4)])],
}
X_LAG, W_LAG = roots_laguerre(50)


def radial_grid(exponent):
    """Gauss-Laguerre rule for integrands decaying as exp(-exponent*r)."""
    return X_LAG / exponent, W_LAG * np.exp(X_LAG) / exponent


def basis(n_basis, lam, r):
    """Orthonormal p functions u_k(r) and their derivatives."""
    u, du = [], []
    x = 2 * lam * r
    for k in range(n_basis):
        norm = math.sqrt((2 * lam)**5 / ((k+1) * (k+2) * (k+3) * (k+4)))
        poly = eval_genlaguerre(k, 4, x)
        dpoly = -eval_genlaguerre(k - 1, 5, x) if k > 0 else 0 * x
        decay = norm * np.exp(-lam * r)
        u.append(decay * r**2 * poly)
        du.append(decay * ((2*r - lam*r**2) * poly + 2*lam*r**2 * dpoly))
    return np.array(u), np.array(du)


def pseudo_spectrum(n_basis, lam=LAM, mass=1.0):
    """Excitation energies from 2s and products of matrix elements."""
    r, w = radial_grid(2 * lam)
    u, du = basis(n_basis, lam, r)
    assert np.max(abs((u * w) @ u.T - np.eye(n_basis))) < 1e-8
    ham = (du * w) @ du.T / (2 * mass) + (u * w * (1/(mass*r**2) - 1/r)) @ u.T
    energy, vec = np.linalg.eigh((ham + ham.T) / 2)
    products = {}
    for form, pair in SOURCES.items():
        scale = mass**-0.5 if form == "length" else mass**0.5
        elements = []
        for zeta, terms in pair:
            r, w = radial_grid(lam + mass * zeta)
            g = sum(c * (mass * r)**p for p, c in terms)
            g = scale * g * np.exp(-mass * zeta * r)
            elements.append(vec.T @ (basis(n_basis, lam, r)[0] @ (w * g)))
        products[form] = elements[0] * elements[1]
    return energy + mass / 8, products


def amplitude(w1, a, product, gap=GAP):
    w1 = np.atleast_1d(w1)[:, None]
    return np.sum(product * (1/(a + w1) + 1/(a + gap - w1)), axis=1)


def photon_spectrum(w1, a, product, form, gap=GAP):
    power = 3 if form == "length" else 1
    w1 = np.atleast_1d(w1)
    return PREF * (w1 * (gap - w1))**power * amplitude(w1, a, product, gap)**2


X_LEG, W_LEG = np.polynomial.legendre.leggauss(60)


def decay_rate(a, product, form, gap=GAP):
    """Total decay rate in 1/s."""
    w1 = gap * (X_LEG + 1) / 2
    phi = photon_spectrum(w1, a, product, form, gap)
    return 0.5 * np.sum(W_LEG * phi) * gap / 2 / T_AU


# Explicit physical spectrum: true bound states and Coulomb waves.
def hyper_poly(a, b, z, n_terms):
    """Terminating Gauss series with third parameter 4."""
    term = total = 1.0 + 0 * z
    for j in range(n_terms):
        term = term * (a + j) * (b + j) / ((4 + j) * (j + 1)) * z
        total = total + term
    return total


def bound_element(n, source):
    zeta, terms = source
    s = zeta + 1 / n
    norm = (2 / 3) * math.sqrt((1 - 1 / n**2) / n**3)
    return norm * sum(c * math.factorial(p + 2) / s**(p + 3)
                      * hyper_poly(2 - n, p + 3, 2 / (n * s), n - 2)
                      for p, c in terms)


def wave_element(k, source):
    """Element with a Coulomb wave normalised per unit energy."""
    zeta, terms = source
    s = zeta + 1j * k
    z = 2j * k / s
    log_one_minus_z = -2j * np.arctan(k / zeta)
    norm = (2 / 3) * np.sqrt((1 + k**2) / (1 - np.exp(-2 * math.pi / k)))
    total = 0
    for p, c in terms:
        m = p + 2
        factor = np.exp((1 - m - 1j / k) * log_one_minus_z)
        total = total + (c * math.factorial(m) / s**(m + 1) * factor
                         * hyper_poly(2 - 1j / k, 3 - m, z, m - 3))
    assert np.max(abs(total.imag)) < 1e-7 * np.max(abs(total.real))
    return norm * total.real


N_BOUND = 100
n_values = np.arange(2, N_BOUND + 1)
# One extra entry represents all bound states above N_BOUND.
a_bound = np.append(-0.5 / n_values**2, -0.25 / N_BOUND**2) + 1 / 8
t_leg, w_leg = np.polynomial.legendre.leggauss(200)
t_leg, w_leg = (t_leg + 1) / 2, w_leg / 2
k_wave = t_leg / (1 - t_leg)
a_wave = k_wave**2 / 2 + 1 / 8
bound, wave = {}, {}
for form, pair in SOURCES.items():
    prod = np.array([bound_element(int(n), pair[0])
                     * bound_element(int(n), pair[1]) for n in n_values])
    tail = prod[-1] * N_BOUND**3 / (2 * (N_BOUND + 0.5)**2)
    bound[form] = np.append(prod, tail)
    wave[form] = (wave_element(k_wave, pair[0]) * wave_element(k_wave, pair[1])
                  * w_leg * k_wave / (1 - t_leg)**2)

a_main, products = pseudo_spectrum(N_MAIN)
rates = {form: decay_rate(a_main, products[form], form) for form in SOURCES}
A = rates["length"]

# Pseudostates against the explicit bound-plus-continuum sum.
w_test = GAP * np.array([0.03, 0.2, 0.37, 0.5])
for form in SOURCES:
    explicit = (amplitude(w_test, a_bound, bound[form])
                + amplitude(w_test, a_wave, wave[form]))
    discrete = amplitude(w_test, a_main, products[form])
    assert np.allclose(explicit, discrete, rtol=1e-5, atol=0)

# Equivalence of forms and the commutator sum rule.
s_len = amplitude(w_test, a_main, products["length"])
s_vel = amplitude(w_test, a_main, products["velocity"])
assert np.allclose(s_vel, -w_test * (GAP - w_test) * s_len, rtol=1e-7, atol=0)
sum_terms = products["length"] * (2 * a_main + GAP)
assert abs(np.sum(sum_terms)) < 1e-7 * np.sum(abs(sum_terms))
assert abs(rates["velocity"] / A - 1) < 1e-7
assert abs(bound["velocity"][0]) < 1e-12
assert np.all(a_main > -1e-8)

# Angular factor from complete wave functions for <1s|z|2p0>.
r, w = radial_grid(1.5)
c_ang, w_ang = np.polynomial.legendre.leggauss(8)
psi_1s = np.exp(-r) / math.sqrt(math.pi)
psi_2p = r * np.exp(-r / 2) / (4 * math.sqrt(2 * math.pi))
z_full = 2*math.pi * np.sum(w * r**3 * psi_1s * psi_2p) * np.sum(w_ang*c_ang**2)
r_1s2p = bound_element(2, SOURCES["length"][0])
r_2s2p = bound_element(2, SOURCES["length"][1])
assert abs(z_full - r_1s2p / math.sqrt(3)) < 1e-10

# Sum over polarisations and directions of both photons.
az = 2 * math.pi * np.arange(8) / 8
cc, pp = np.meshgrid(c_ang, az, indexing="ij")
ss = np.sqrt(1 - cc**2)
e_theta = np.stack([cc*np.cos(pp), cc*np.sin(pp), -ss], -1).reshape(-1, 3)
e_phi = np.stack([-np.sin(pp), np.cos(pp), 0*pp], -1).reshape(-1, 3)
w_dir = np.repeat(w_ang * 2 * math.pi / 8, 8)
pol_sum = sum(w_dir @ (e1 @ e2.T)**2 @ w_dir
              for e1 in (e_theta, e_phi) for e2 in (e_theta, e_phi))
assert abs(pol_sum / (64 * math.pi**2 / 3) - 1) < 1e-12

# Golden rule in SI units; each photon pair is counted once, w1 < w2.
w_half = GAP * (X_LEG + 1) / 4
o1, o2 = w_half / T_AU, (GAP - w_half) / T_AU
tensor = amplitude(w_half, a_main, products["length"]) / 3 * A0**2 / E_H
coupling = const.e**2 * const.hbar / (2 * const.epsilon_0) * tensor
density = (2*math.pi / const.hbar**2 * coupling**2 * o1*o2 * (o1*o2)**2
           / ((2*math.pi)**6 * const.c**6) * pol_sum)
rate_si = np.sum(W_LEG * density) * GAP / 4 / T_AU
assert abs(rate_si / A - 1) < 1e-6
assert abs(A - 8.229) < 1e-3

# Mass scaling, from a separate calculation with a different mass.
test_mass = 0.6
a_mass, prod_mass = pseudo_spectrum(N_MAIN, mass=test_mass)
for form in SOURCES:
    r_mass = decay_rate(a_mass, prod_mass[form], form, GAP * test_mass)
    assert abs(r_mass / (test_mass * A) - 1) < 1e-6
mass_factor = const.m_p / (const.m_p + const.m_e)


def phi_y(y):
    """Photons per second per unit y, where y = w1/gap."""
    return photon_spectrum(GAP * np.atleast_1d(y), a_main,
                           products["length"], "length") * GAP / T_AU


# Low-frequency law and shape.
slope = PREF * GAP**5 * (r_1s2p * r_2s2p)**2 / T_AU
assert abs(phi_y(1e-5)[0] / (slope * 1e-5) - 1) < 1e-3
y_grid = np.linspace(0.001, 0.999, 999)
assert abs(y_grid[np.argmax(phi_y(y_grid))] - 0.5) < 1e-9
peak = phi_y(0.5)[0]
y_half = brentq(lambda y: phi_y(y)[0] - peak / 2, 0.001, 0.499)
middle = np.sum(W_LEG * phi_y(0.5 + X_LEG / 4)) / 4 / (2 * A)

# Convergence with basis size.
table = []
for size in (2, 3, 4, 6, 8, 12, N_MAIN):
    a_n, p_n = pseudo_spectrum(size)
    table.append((size, decay_rate(a_n, p_n["length"], "length"),
                  decay_rate(a_n, p_n["velocity"], "velocity")))
gaps = {row[0]: abs(row[1] - row[2]) for row in table}
assert gaps[12] < 1e-3 * gaps[2]

bound_rates = {f: decay_rate(a_bound, bound[f], f) for f in SOURCES}
assert abs(bound_rates["length"] - bound_rates["velocity"]) > 0.05 * A
only_2p = decay_rate(a_bound[:1], bound["length"][:1], "length")

print(f"fine-structure constant = {ALPHA:.9f}")
print(f"atomic unit of time = {T_AU:.8e} s")
print(f"transition energy = {GAP:.3f} hartree = {GAP*EV:.4f} eV")
print(f"basis exponent lambda = {LAM:.2f} 1/bohr")
print("basis size, length rate, velocity rate (1/s):")
for size, r_len, r_vel in table:
    print(f"  {size:2d}  {r_len:.6f}  {r_vel:.6f}")
print(f"pseudostates below / above threshold (N={N_MAIN}): "
      f"{np.sum(a_main < 1/8)} / {np.sum(a_main > 1/8)}")
print("lowest pseudostate energies (hartree):",
      " ".join(f"{e:.8f}" for e in a_main[:4] - 1/8))
print(f"<1s|r|2p> = {r_1s2p:.6f} bohr, <2p|r|2s> = {r_2s2p:.6f} bohr")
print("amplitude at y=0.5 (a.u.): 2p, other bound, continuum, total")
for form in SOURCES:
    b2 = amplitude(GAP/2, a_bound[:1], bound[form][:1])[0]
    bn = amplitude(GAP/2, a_bound[1:], bound[form][1:])[0]
    cw = amplitude(GAP/2, a_wave, wave[form])[0]
    print(f"  {form}: {b2 + 0.0:.5f} {bn:.5f} {cw:.5f} {b2+bn+cw:.5f}")
print(f"rate with 2p only, length = {only_2p:.4f} 1/s")
print(f"rate with bound states only, length = {bound_rates['length']:.4f} 1/s")
print(f"rate with bound states only, velocity = "
      f"{bound_rates['velocity']:.4f} 1/s")
print("photon spectrum per unit y (1/s):")
for y in (0.01, 0.05, 0.10, 0.20, 0.30, 0.40, 0.50):
    print(f"  y={y:.2f}  energy={y*GAP*EV:.4f} eV  phi={phi_y(y)[0]:.4f}")
print(f"initial slope of phi(y) = {slope:.3f} 1/s")
print(f"half maximum at y = {y_half:.5f} and {1-y_half:.5f}")
print(f"fraction of photons with 0.25 < y < 0.75 = {middle:.5f}")
print(f"polarisation and direction sum = {pol_sum:.5f}")
print(f"rate from SI golden rule = {rate_si:.6f} 1/s")
print(f"rate, infinite nuclear mass = {A:.5f} 1/s")
print(f"lifetime, infinite nuclear mass = {1/A:.6f} s")
print(f"reduced-mass factor for a proton = {mass_factor:.8f}")
print(f"rate with proton mass = {A*mass_factor:.5f} 1/s")
print("every check passed")
```

It prints:

```
fine-structure constant = 0.007297353
atomic unit of time = 2.41888433e-17 s
transition energy = 0.375 hartree = 10.2043 eV
basis exponent lambda = 0.75 1/bohr
basis size, length rate, velocity rate (1/s):
   2  8.598293  9.077300
   3  8.049673  8.284617
   4  8.238485  8.238509
   6  8.229397  8.229405
   8  8.229352  8.229352
  12  8.229352  8.229352
  30  8.229352  8.229352
pseudostates below / above threshold (N=30): 7 / 23
lowest pseudostate energies (hartree): -0.12500000 -0.05555556 -0.03125000 -0.01999908
<1s|r|2p> = 1.290266 bohr, <2p|r|2s> = -5.196152 bohr
amplitude at y=0.5 (a.u.): 2p, other bound, continuum, total
  length: -71.51381 17.98430 6.40758 -47.12193
  velocity: 0.00000 0.65987 0.99676 1.65663
rate with 2p only, length = 16.3550 1/s
rate with bound states only, length = 10.0135 1/s
rate with bound states only, velocity = 1.4542 1/s
photon spectrum per unit y (1/s):
  y=0.01  energy=0.1020 eV  phi=1.8512
  y=0.05  energy=0.5102 eV  phi=7.5222
  y=0.10  energy=1.0204 eV  phi=12.1262
  y=0.20  energy=2.0409 eV  phi=17.2402
  y=0.30  energy=3.0613 eV  phi=19.7454
  y=0.40  energy=4.0817 eV  phi=20.9440
  y=0.50  energy=5.1021 eV  phi=21.3029
initial slope of phi(y) = 196.260 1/s
half maximum at y = 0.08146 and 0.91854
fraction of photons with 0.25 < y < 0.75 = 0.62265
polarisation and direction sum = 210.55156
rate from SI golden rule = 8.229352 1/s
rate, infinite nuclear mass = 8.22935 1/s
lifetime, infinite nuclear mass = 0.121516 s
reduced-mass factor for a proton = 0.99945568
rate with proton mass = 8.22487 1/s
every check passed
```
